# Second-order downfolding by projected Sternheimer equations instead of sums over states

An electron in a crystal is often described by a few bands near one energy. The remaining bands still matter: an electron can make a virtual transition into a remote band and return, and this changes effective masses and the response to a local disturbance. At second order the correction is a sum over all remote states. Some perturbations reach only a few of them, but a sharp one can reach hundreds. Must all these states be computed, when only their combined effect is wanted?

## Three levels by hand

Take one model state of energy zero, coupled with strength $h$ to the first of two remote basis states. In units of some energy $E_0$, the Hamiltonian is

$$
H=\begin{pmatrix}0&h&0\\h&3&1\\0&1&3\end{pmatrix},\qquad |h|\ll1 .
$$

The remote block $A=\begin{pmatrix}3&1\\1&3\end{pmatrix}$ has eigenvalues 2 and 4, with eigenvectors $(1,-1)/\sqrt2$ and $(1,1)/\sqrt2$. Each is coupled to the model state with squared strength $h^2/2$. The second-order shift is therefore

$$
-\frac{h^2/2}{2}-\frac{h^2/2}{4}=-\frac{3h^2}{8}.
$$

Now avoid the eigenvectors. Put $b=h(1,0)^T$ and solve $Ay=b$. The second row gives $y_1=-3y_2$, and the first then gives $-8y_2=h$. Thus $y=h(3,-1)^T/8$, and $-b^Ty=-3h^2/8$, the same shift. The linear solution contains both remote states with their proper denominators.

The two approximations also differ. Keeping only the lower remote state gives $S=h^2/4$ for the positive quantity $S=b^TA^{-1}b$, an error of $h^2/8$. One conjugate-gradient (CG) step from zero gives instead

$$
y_1=\frac{b^Tb}{b^TAb}\,b=\frac b3,\qquad S_1=b^Ty_1=\frac{h^2}{3},
$$

where $y_1$ now denotes the first iterate. Its error is $3h^2/8-h^2/3=h^2/24$. The residual is $r_1=b-Ay_1=(0,-h/3)^T$, and since $(A^{-1})_{22}=3/8$,

$$
r_1^TA^{-1}r_1=\frac{h^2}{9}\,\frac38=\frac{h^2}{24}.
$$

The error in $S$ is quadratic in the residual. This is a general property, derived below.

## The second-order term for several model states

Let $H=H_0+H'$ with $H_0|m\rangle=\varepsilon_m|m\rangle$ for model states $m$, and let $l$ label the remote eigenstates. Split $H'=H_d+H_o$, where $H_o$ couples the two sets and $H_d$ does not. A unitary transformation with anti-Hermitian $G$, itself coupling the sets, gives

$$
e^{-G}He^{G}=H+[H,G]+\tfrac12[[H,G],G]+\cdots .
$$

Cancel the first-order coupling by $H_o+[H_0,G]=0$. Its $lm$ element reads $H'_{lm}+(\varepsilon_l-\varepsilon_m)G_{lm}=0$, so

$$
G_{lm}=\frac{H'_{lm}}{\varepsilon_m-\varepsilon_l},\qquad
G_{ml}=-G_{lm}^*=-\frac{H'_{ml}}{\varepsilon_m-\varepsilon_l}.
$$

The second-order part within the model set is $[H_o,G]+\frac12[[H_0,G],G]=\frac12[H_o,G]$. The term $[H_d,G]$ couples the sets; a second-order addition to $G$ removes it without changing the model block at this order. Hence

$$
H^{(2)}_{mm'}=\frac12\sum_l H'_{ml}H'_{lm'}
\left[\frac1{\varepsilon_m-\varepsilon_l}+\frac1{\varepsilon_{m'}-\varepsilon_l}\right].
$$

This canonical form belongs to an orthonormal model basis. It requires the couplings $|H'_{lm}|$ to be small compared with $|\varepsilon_l-\varepsilon_m|$.

To remove the sum, let $P$ project on the model states, $Q=1-P$, and define

$$
b_m=QH'|m\rangle,\qquad A_m=Q(H_0-\varepsilon_m)Q,\qquad A_my_m=b_m,\quad Qy_m=y_m .
$$

This is the projected Sternheimer equation. Its solution expands as $y_m=\sum_l|l\rangle H'_{lm}/(\varepsilon_l-\varepsilon_m)$, so

$$
\langle y_m|b_{m'}\rangle=\sum_l\frac{H'_{ml}H'_{lm'}}{\varepsilon_l-\varepsilon_m}.
$$

Reversing the denominator supplies a minus sign, and the other denominator comes from $y_{m'}$:

$$
\boxed{H^{(2)}_{mm'}=-\tfrac12\big(\langle y_m|b_{m'}\rangle+\langle b_m|y_{m'}\rangle\big)}
$$

One solve per model state and perturbation suffices for the whole matrix. The derivation uses true eigenstates of $H_0$ in $P$, so that $H_0$ does not couple $P$ to $Q$; they must be converged well.

Let the model set contain the lowest states, with gap $g_m=\min_l(\varepsilon_l-\varepsilon_m)>0$. Then $A_m$ is positive on the remote space and CG applies. A remote state below $\varepsilon_m$ would make $A_m$ indefinite; it can be projected out of the solve and its term added explicitly. A remote state at $\varepsilon_m$, if coupled, must join the model set, since the term itself diverges.

A sparse direct solver can be used too. The unprojected matrix $H_0-\varepsilon_m$ is singular, but the bordered system

$$
(H_0-\varepsilon_m)y+\sum_p|p\rangle c_p=b_m,\qquad \langle p|y\rangle=0
$$

is not. Projecting its first equation on model state $p$ gives $c_p=0$, because $\langle p|y\rangle=\langle p|b_m\rangle=0$. What remains is the Sternheimer equation.

## How accurate is an unfinished solve?

Drop the index $m$ and write $S=\langle b|A^{-1}|b\rangle=-H^{(2)}_{mm}$. After $k$ CG steps from zero, let $e=y-y_k$ and $r_k=b-Ay_k=Ae$. CG makes $r_k$ orthogonal to its search space, which contains $y_k$. Therefore

$$
S-S_k=\langle b|e\rangle=\langle y|r_k\rangle
=\langle y_k|r_k\rangle+\langle e|r_k\rangle=\langle r_k|A^{-1}|r_k\rangle
\le\frac{\|r_k\|^2}{g_m}.
$$

The last expression is a stopping criterion that needs no remote states beyond an estimate of the gap. For an off-diagonal element, the error of $\langle y_m|b_{m'}\rangle$ is $\langle r_m|A_m^{-1}|b_{m'}\rangle$, bounded by $\|r_m\|\|b_{m'}\|/g_m$. This guarantee is linear in the residual, so off-diagonal elements may need a tighter solve.

The rate follows from the condition number $\kappa$, the ratio of largest to smallest eigenvalue of the operator that CG sees. CG minimises $\langle e|A|e\rangle$ over its search space, so the error is no larger than that of any polynomial of degree $k$ equal to one at zero, applied to $y$. A shifted Chebyshev polynomial has maximum $1/T_k(t)$ on the spectrum, with $t=(\kappa+1)/(\kappa-1)$. Setting

$$
\rho=\frac{\sqrt\kappa-1}{\sqrt\kappa+1},\qquad t=\tfrac12(\rho+\rho^{-1}),\qquad
T_k(t)=\tfrac12(\rho^k+\rho^{-k})\ge\tfrac12\rho^{-k},
$$

and using $\langle y|A|y\rangle=S$, we obtain $S-S_k\le4\rho^{2k}S$. In the three-level problem $\kappa=2$, and one step is allowed an error of $0.044h^2$; the actual one is $0.042h^2$.

## Making the solve independent of the basis size

For $H_0=T+V$ in plane waves, $\kappa=(\varepsilon_{\max}-\varepsilon_m)/g_m$ without preconditioning. The largest eigenvalue is mainly kinetic, so $\kappa$ grows as the square of the wave-vector cutoff.

Use $M=T+\mu$, which is diagonal, and precondition with $C=QM^{-1}Q$. Let $\varepsilon_0$ be the lowest level and $V_{\min}\le V\le V_{\max}$. For the upper end of the spectrum, write

$$
A_m=H_0-\varepsilon_m+\sum_p(\varepsilon_m-\varepsilon_p)|p\rangle\langle p|
\le T+V_{\max}-\varepsilon_0 ,
$$

because no coefficient in the sum exceeds $\varepsilon_m-\varepsilon_0$. The right side is at most $\max[1,(V_{\max}-\varepsilon_0)/\mu]\,M$. This factor bounds the largest eigenvalue of $CA_m$, whose nonzero eigenvalues are those of $M^{-1/2}A_mM^{-1/2}$.

For the lower end, block inversion gives, on the remote space,

$$
C^{-1}=M_{QQ}-M_{QP}M_{PP}^{-1}M_{PQ}\le M_{QQ}.
$$

For a normalised remote vector $x$, $T=H_0-V\le H_0-V_{\min}$ yields

$$
\langle x|M|x\rangle\le\langle x|A_m|x\rangle+\varepsilon_m-V_{\min}+\mu
\le\langle x|A_m|x\rangle\left[1+\frac{\varepsilon_m-V_{\min}+\mu}{g_m}\right].
$$

Combining both ends,

$$
\kappa\le\max\!\left[1,\frac{V_{\max}-\varepsilon_0}{\mu}\right]
\left[1+\frac{\varepsilon_m-V_{\min}+\mu}{g_m}\right].
$$

Below $\mu=V_{\max}-\varepsilon_0$ this bound falls with $\mu$; above, it rises. The bound is therefore smallest at that value, although the actual $\kappa$ may be smaller at another shift. The cutoff enters only through the low levels, which converge. The bound needs a bounded potential, and it still worsens as $1/g_m$.

## What a truncated sum leaves out

Order the remote states by energy and keep $N$. The neglected part of $S$ is positive, and replacing its denominators by the smallest one gives

$$
S-S_N\le\frac{\|b\|^2-\sum_{l\le N}|b_l|^2}{\varepsilon_{N+1}-\varepsilon_m},\qquad b_l=H'_{lm}.
$$

For a band expansion in wave vector $\mathbf k$, the perturbation is $(\hbar/m)\mathbf k\cdot\mathbf p$, where $m$ in such prefactors is the electron mass. Momentum commutes with $T$, so

$$
(\varepsilon_m-\varepsilon_l)\langle l|\mathbf p|m\rangle
=\langle l|[\mathbf p,H_0]|m\rangle=\langle l|[\mathbf p,V]|m\rangle .
$$

For $\mathbf k$ along $x$, two extra denominators appear in the tail:

$$
S-S_N\le\frac{\hbar^2k^2}{m^2}\,
\frac{\|[p_x,V]|m\rangle\|^2}{(\varepsilon_{N+1}-\varepsilon_m)^3}.
$$

The commutator is $-i\hbar\,\partial_xV$: a finite force limits the coupling to high states. Truncation is therefore favourable for a smooth local potential. A nonlocal pseudopotential adds its own $\mathbf k$-dependent terms to the perturbation, and this bound does not cover them.

A local perturbation of width $\sigma$ has wave-vector components up to about $1/\sigma$. In two dimensions the number of plane waves within radius $q$, for a cell of side $a$, is $a^2q^2/(4\pi)$. For $\sigma$ much smaller than $a$, the required $N$ thus grows roughly as $\sigma^{-2}$. If the width shrinks at fixed integrated strength, the high remote states contribute approximately $\int dq\,q/q^2$, a logarithm. In the point limit $S$ itself diverges, and a better solver cannot repair that.

## A square lattice

Consider a spinless electron at the zone centre of a square lattice with $a=0.5$ nm and

$$
V=-V_1\left(\cos\frac{2\pi x}{a}+\cos\frac{2\pi y}{a}\right)
+V_2\cos\frac{2\pi x}{a}\cos\frac{2\pi y}{a},
$$

where $V_1=6$ eV and $V_2=1$ eV are chosen model parameters. No charge enters, so the equations have this form in Gaussian units. The model states are the $s$-like ground state at $-4.178$ eV and a degenerate pair $X,Y$ at 3.350 eV, odd in $x$ and $y$ respectively. The next level lies $g=1.684$ eV above the pair.

**Effective masses.** Let $h_{ij}$ be the matrix element of $(\hbar/m)p_x$. To describe the pair alone, the state $s$ must also be folded in. For $X$ along $x$,

$$
\frac{m}{m^*}=1+\frac{2m}{\hbar^2}
\left[-S+\frac{|h_{sX}|^2}{\varepsilon_X-\varepsilon_s}\right],
$$

with $S$ taken per $k^2$. The solve gives $S=0.41218$ eV nm², and $\hbar^2/2m=0.03810$ eV nm². The remote states contribute $-0.41218/0.03810=-10.82$. The full result is $m/m^*=-9.156$, so $s$ contributes $-9.156-1+10.82=+0.66$. States above push $X$ down as $k$ grows, $s$ pushes it up, and the former win. The mass is $m^*=-0.109\,m$.

For $Y$ along $x$, $m/m^*=0.295$, or $m^*=3.39\,m$. Along the diagonal both diagonal elements are $(-9.156+0.295)/2=-4.430$, and the off-diagonal element is $0.447$. The two bands there have $m/m^*=-4.430\pm0.447$, that is $-3.98$ and $-4.88$. These coefficients passed a test against finite-difference curvatures of the full bands in both directions.

The expansion has a limited range. The remote admixture in $X$ has norm $k\|y\|$, and $\|y\|^2=\sum_l|b_l|^2/(\varepsilon_l-\varepsilon_X)^2\le S/g$, so it is at most $k\sqrt{S/g}=k\times0.49$ nm. The bound is nearly reached here, because $S$ comes mostly from the levels just above the pair. Thus $k$ must stay well below about 2 nm⁻¹, while the zone boundary is at $\pi/a=6.3$ nm⁻¹.

**A narrow perturbation.** Now place in each cell a Gaussian $W_0e^{-|\mathbf r-\mathbf r_0|^2/2\sigma^2}$, with $W_0=10$ eV, $\sigma=0.02$ nm and $\mathbf r_0=(0.10,0.05)$ nm. Its second-order shift of $X$ is $-54.1$ meV, and the $XY$ element is $-26.7$ meV when $X$ and $Y$ are given the same sign at $\mathbf r_0$. The unperturbed levels and the first-order matrix must be added to obtain the effective Hamiltonian to second order.

The half-sum of denominators was tested against an effective Hamiltonian built from orthonormalised projections of the full eigenstates, in the limit of weak perturbation. Using one denominator alone changes the matrix by up to 14% of its largest element.

The neglected fractions of $S$ for $X$ show the contrast:

| $N$ | $\mathbf k\cdot\mathbf p$ along $x$ | Gaussian |
|---:|---:|---:|
| 6 | $2.3\times10^{-3}$ | 0.56 |
| 30 | $5.0\times10^{-9}$ | 0.14 |
| 100 | negligible | 0.019 |
| 300 | negligible | $1.7\times10^{-4}$ |

The cuts at $N=100$ and $N=300$ split a degenerate pair, so the last digit of the Gaussian entries there depends on the eigenvectors chosen within it.

The force bound is valid but loose: at $N=30$ it allows $2.4\times10^{-4}$ for $\mathbf k\cdot\mathbf p$. It charges the whole norm of the force to the tail. For the Gaussian, a relative error of $10^{-6}$ in $S$ for $X$ takes 538 remote states; doubling the width lowers this to 160. The ratio is 3.4, near the rough estimate of 4.

**Conditioning.** The bound can be evaluated by hand. It is smallest at $\mu=13+4.178=17.178$ eV, the shift used here, and $V_{\min}=-11$ eV, so for $X$

$$
\kappa\le1+\frac{3.350+11+17.178}{1.684}=19.7 .
$$

As the basis grows from 81 to 317 to 1257 plane waves, the unpreconditioned $\kappa$ rises from 88 to 355 to 1427. The steps needed to reduce the Gaussian's residual by $10^8$ rise from 32 to 71 to 152. With preconditioning, $\kappa$ is 12.9, 13.8 and 14.0, and 17, 18 and 18 steps suffice.

The small gap can be treated separately. Project out the six nearest remote states as well, add their terms explicitly, and solve for the rest. The gap seen by the solver becomes 18.59 eV, $\kappa$ falls to 2.3, and the steps fall from 18 to 11. The six terms supply only 44% of $S$; the linear solve supplies the rest. Each step now projects on nine states instead of three, so by the count of the next section the 11 steps cost $11\times52.69\approx580$ multiply-adds per plane wave against $18\times28.69\approx516$: at this tolerance the hybrid saves steps, not work. It also does not make perturbation theory valid when a near state is strongly coupled; such a state belongs in the model set.

## Which method costs less?

Count multiply-adds per plane wave, treating real and complex operations alike. One CG step needs 8.69 for the sparse matrix, 12 for two projections on three model states, and 8 for vector operations: 28.69 in all. For the explicit route, orthonormalising $N+3$ states alone costs about $(N+3)^2$. This omits the matrix products needed to find them, so it favours truncation. Finding the model states and forming $b_m$ are common to both routes and omitted.

Require relative accuracy $10^{-6}$ in every diagonal term. Steps are counted here with the exact value known; stopping by the residual bound takes a few more, without changing which route is cheaper:

- For $\mathbf k\cdot\mathbf p$ along $x$ and $y$, the six solves take 30 steps together, costing $30\times28.69\approx861$. The sum needs 33 remote states, costing $36^2=1296$. The difference is too small to decide actual running time.
- For the Gaussian, three solves take 27 steps, costing 775. The sum needs up to 563 remote states (this cut also splits a degenerate pair, so the count can shift by one), costing $566^2\approx3.2\times10^5$, about 400 times more.

Reuse changes the first comparison. Once 33 remote states are stored, six right-hand sides need at most $6\times33=198$ multiply-adds for their overlaps, less than the 861 of new solves. For the Gaussian, the overlaps for $X$ and for the most demanding model state already cost $538+563=1101$, more than all three solves. By this count, stored states can pay in this model when several further perturbations need as few remote states as $\mathbf k\cdot\mathbf p$ does, while the Sternheimer solve remains cheaper for the narrow Gaussian. The numerical output below gives the bounds and deviations in full.

## Values computed for the example and the checks

```
hbar^2/(2m) = 0.038100 eV nm^2; a = 0.5 nm
V1 = 6.0 eV, V2 = 1.0 eV; V range -11.0 to 13.0 eV
Gaussian: height 10.0 eV, width 0.02 nm, centre [0.1  0.05] nm
main basis: 1257 plane waves, 10920 nonzeros in H0
levels s, X=Y, next: -4.17811, 3.35046, 5.03471 eV
gap g above doublet = 1.68425 eV
preconditioner shift mu = 17.17811 eV
m/m* of X along x = -9.15608
m/m* of Y along x = 0.29524
m/m* XY element along diagonal = 0.44710
same X, Y along x, 317 waves: -9.15608, 0.29524
max m/m* deviation from band curvature = 6.8e-07
Gaussian second-order matrix (s,X,Y), meV, real then imaginary:
   -17.7937  +0.0000i    -0.0000 +31.7182i     0.0000 +15.9118i
    -0.0000 -31.7182i   -54.1020  +0.0000i   -26.6569  +0.0000i
     0.0000 -15.9118i   -26.6569  -0.0000i   -13.7891  +0.0000i
relative deviation from exact effective H: k.p 2.4e-08, Gaussian 9.1e-09
same with one-sided denominators, Gaussian: 0.138
relative deviation from full sum: k.p 6.7e-14, Gaussian 3.8e-14
bordered direct solve, relative deviation = 1.0e-13
S for X: k.p x 0.412181 eV nm^2, Gaussian 54.10205 meV
relative tail, state X, after N remote states:
  N | k.p: tail, Parseval, commutator | Gaussian: tail, Parseval
  6 | 2.3e-03, 2.3e-03, 7.5e-03 | 5.6e-01, 1.7e+00
  30 | 5.0e-09, 5.1e-09, 2.4e-04 | 1.4e-01, 3.1e-01
  100 | 1.4e-20, 0.0e+00, 5.9e-06 | 1.9e-02, 2.6e-02
  300 | 1.4e-32, 0.0e+00, 2.4e-07 | 1.7e-04, 1.9e-04
relative CG error and its limit, Gaussian, state X:
  step 2: 1.2e-01, 4.5e-01
  step 5: 4.0e-03, 1.7e-02
  step 8: 4.1e-05, 6.3e-04
  step 11: 1.3e-07, 2.3e-05
residual form of error at step 5 = 4.018e-03 of S
waves | kappa plain, precond., bound | steps plain, precond. (1e-8)
  81 | 87.9, 12.87, 19.72 | 32, 17
  317 | 355.4, 13.79, 19.72 | 71, 18
  1257 | 1427.0, 14.01, 19.72 | 152, 18
hybrid, 6 near states summed: gap 18.5940 eV, kappa 2.29, bound 2.70
hybrid steps (1e-8) = 11; near part 0.4370 of S; deviation 1.3e-14
multiply-adds per wave and CG step = 28.69
relative accuracy 1e-6, all diagonal terms:
  k.p x and y: CG steps 30, remote states 33; multiply-adds per wave 861 against 1296
  Gaussian: CG steps 27, remote states 563; multiply-adds per wave 775 against 320356
remote states for X at 1e-6: width 0.02 nm 538, width 0.04 nm 160
```
